# Twist Angle of Bilayer Graphene from the Filling of a Moiré Band: a numerical check

```python
"""Twist angle of bilayer graphene from the density that fills a moire band.

Result under test: n_s = 4/A, A = (sqrt(3)/2) L^2, L = a/(2 sin(theta/2)), so
    theta = 2 arcsin( sqrt(sqrt(3) a^2 n_s / 8) / 2 ).
n_s   : electron density from neutrality to the gap above the first band
a, L  : graphene lattice constant and moire period (nm)
A     : moire cell area (nm^2); theta : twist angle (radians inside the code)
The factor 4 is spin times valley. Energies are in eV, lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

a = 0.246
density_cm2 = 2.7e12
density = density_cm2 * 1e-14          # per nm^2
hopping = 2.8
w_same, w_opposite = 0.08, 0.11
hbar_v = np.sqrt(3) / 2 * a * hopping  # Dirac velocity times hbar, eV nm
lattice = a * np.array([[1.0, 0.5], [0.0, np.sqrt(3) / 2]])  # columns
cell_area = abs(np.linalg.det(lattice))


def rotation(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, -s], [s, c]])


def angle_from_density(n, degeneracy=4):
    return 2 * np.arcsin(0.5 * np.sqrt(np.sqrt(3) * a**2 * n
                                       / (2 * degeneracy)))


theta = angle_from_density(density)
theta_small = a * np.sqrt(np.sqrt(3) * density / 8)
period = a / (2 * np.sin(theta / 2))
moire_area = np.sqrt(3) / 2 * period**2

# Moire vectors from the repeat of the local stacking, by linear algebra.
moire_vectors = np.linalg.solve(np.eye(2) - rotation(-theta), lattice)
assert np.allclose(np.linalg.norm(moire_vectors, axis=0), period, rtol=1e-9)
assert np.isclose(4 / abs(np.linalg.det(moire_vectors)), density, rtol=1e-9)

# Shortest common translation of an explicit commensurate bilayer.
v_low, v_high = lattice @ np.array([31, 30]), lattice @ np.array([30, 31])
theta_comm = np.arctan2(v_high[1], v_high[0]) - np.arctan2(v_low[1], v_low[0])
side = np.arange(-70, 71)
integers = np.array(np.meshgrid(side, side)).reshape(2, -1)
integers = integers[:, np.any(integers != 0, axis=0)]
points = lattice @ integers
in_second = np.linalg.solve(lattice, rotation(-theta_comm) @ points)
common = np.all(abs(in_second - np.rint(in_second)) < 1e-7, axis=0)
period_comm = np.linalg.norm(points[:, common], axis=0).min()
assert np.isclose(period_comm, a / (2 * np.sin(theta_comm / 2)), rtol=1e-8)

# Spin-valley degeneracy from a count of honeycomb-lattice states.
mesh = 2400
phase = np.exp(2j * np.pi * (np.arange(mesh) + 0.5) / mesh)
energy_ratio = 0.1                     # energy divided by hopping
inside = sum(np.count_nonzero(abs(1 + p + phase) < energy_ratio)
             for p in phase)
counted_density = 2 * inside / mesh**2 / cell_area   # 2 for spin
k_fermi = energy_ratio * hopping / hbar_v
degeneracy_counted = 4 * np.pi * counted_density / k_fermi**2
assert abs(degeneracy_counted - 4) < 0.08  # mesh noise and band curvature


def momentum_transfers(angle):
    corner = np.array([4 * np.pi / (3 * a), 0.0])
    q1 = (rotation(-angle / 2) - rotation(angle / 2)) @ corner
    return [rotation(2 * np.pi * j / 3) @ q1 for j in range(3)]


def moire_bands(angle, fractions, cutoff=4):
    """Top valence and two lowest conduction bands of one spin and valley."""
    q = momentum_transfers(angle)
    b1, b2 = q[1] - q[0], q[2] - q[0]
    labels = [(i, j) for i in range(-cutoff, cutoff + 1)
              for j in range(-cutoff, cutoff + 1)]
    where = {label: n for n, label in enumerate(labels)}
    size = len(labels)
    shifts = np.array([i * b1 + j * b2 for i, j in labels])
    coupling = np.zeros((4 * size, 4 * size), complex)
    for (i, j), n in where.items():
        for t, (di, dj) in enumerate([(0, 0), (1, 0), (0, 1)]):
            m = where.get((i + di, j + dj))
            if m is None:
                continue
            turn = np.exp(2j * np.pi * t / 3)
            block = np.array([[w_same, w_opposite * turn.conjugate()],
                              [w_opposite * turn, w_same]])
            r, c = 2 * n, 2 * (size + m)
            coupling[r:r + 2, c:c + 2] = block
            coupling[c:c + 2, r:r + 2] = block.conj().T
    even = np.arange(0, 4 * size, 2)
    result = []
    for x, y in fractions:
        k = x * b1 + y * b2
        p = np.vstack([k + shifts, k + q[0] + shifts])
        h = coupling.copy()
        h[even, even + 1] = hbar_v * (p[:, 0] - 1j * p[:, 1])
        h[even + 1, even] = hbar_v * (p[:, 0] + 1j * p[:, 1])
        levels = np.linalg.eigvalsh(h)
        result.append(levels[2 * size - 1:2 * size + 2])
    return np.array(result)


def zone_grid(n):
    f = (np.arange(n) - n // 2) / n
    return [(x, y) for x in f for y in f]


# Density of one band from the moire zone area, built from rotated corners.
q = momentum_transfers(theta)
zone_area = abs(np.linalg.det(np.array([q[1] - q[0], q[2] - q[0]])))
assert np.isclose(4 * zone_area / (2 * np.pi)**2, density, rtol=1e-9)

# The first conduction band starts at neutrality and is isolated above.
corners = moire_bands(theta, [(0, 0), (1 / 3, 1 / 3)])
corner_split = np.max(corners[:, 1] - corners[:, 0])
assert corner_split < 1e-4             # plane-wave truncation only
bands = moire_bands(theta, zone_grid(12))
band_top, next_bottom = bands[:, 1].max(), bands[:, 2].min()
gap = next_bottom - band_top
assert gap > 0.005
centre = [(-1 / 3, -1 / 3)]
cutoff_change = np.max(abs(moire_bands(theta, centre, 4)
                           - moire_bands(theta, centre, 5)))
assert cutoff_change < 1e-4
large_angle = 8.0
wide = moire_bands(np.radians(large_angle), zone_grid(6))
gap_wide = wide[:, 2].min() - wide[:, 1].max()
assert gap_wide < 0                    # band ranges overlap at large twist

# Relative strain, shared equally by the layers, with exact matrices.
strain, poisson = 0.003, 0.16


def strained_density(angle, tensor):
    upper = (np.eye(2) + tensor / 2) @ rotation(angle / 2)
    lower = (np.eye(2) - tensor / 2) @ rotation(-angle / 2)
    registry = np.linalg.inv(upper) - np.linalg.inv(lower)
    return 4 * abs(np.linalg.det(registry)) / cell_area


strained_angles = []
for tensor in (np.diag([strain, -poisson * strain]),
               np.diag([strain, strain])):
    exact = brentq(lambda x: strained_density(x, tensor) - density,
                   0.01, 0.03)
    assert np.isclose(exact, np.sqrt(theta**2 - np.linalg.det(tensor)),
                      rtol=1e-4)
    strained_angles.append(np.degrees(exact))

# Sensitivity to density and lattice constant, by re-solving.
theta_plus = angle_from_density(1.05 * density)
step = 1e-4
log_slope = (np.log(angle_from_density(density * (1 + step)))
             - np.log(angle_from_density(density * (1 - step)))) / (2 * step)
assert abs(log_slope - 0.5) < 1e-4
disorder = np.radians(0.05)
n_spread = (4 * abs(np.linalg.det(np.eye(2) - rotation(theta + disorder)))
            / cell_area / density - 1)

# Gate dielectric and temperature, with rough device parameters.
thickness, permittivity, breakdown = 30.0, 3.5, 5.0   # nm, 1, MV/cm
barrier, mass_ratio = 3.0, 0.5                        # eV, electron masses
field = density * 1e18 * const.e / (permittivity * const.epsilon_0)  # V/m
gate_voltage = field * thickness * 1e-9
tunnel_exponent = (4 * np.sqrt(2 * mass_ratio * const.m_e)
                   * (barrier * const.e)**1.5
                   / (3 * const.hbar * const.e * field))
mid_gap = (band_top + next_bottom) / 2
k_b = const.k / const.e


def show(label, value, unit="", form=".4f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("input density", density_cm2, "cm^-2", ".2e")
show("lattice constant", a, "nm", ".3f")
show("graphene cell area", cell_area, "nm^2", ".5f")
show("moire cell area", moire_area, "nm^2", ".2f")
show("moire period", period, "nm", ".3f")
show("twist angle", theta, "rad", ".6f")
show("twist angle", np.degrees(theta), "degrees")
show("exact minus small-angle result", np.degrees(theta - theta_small),
     "degrees", ".2e")
show("commensurate test angle", np.degrees(theta_comm), "degrees")
show("commensurate period found by search", period_comm, "nm", ".3f")
show("spin-valley degeneracy counted", degeneracy_counted, "", ".3f")
show("angle if feature were half filling",
     np.degrees(angle_from_density(density, 2)), "degrees", ".3f")
show("angle if eight electrons per cell were assumed",
     np.degrees(angle_from_density(density, 8)), "degrees", ".3f")
show("in-plane hopping", hopping, "eV", ".2f")
show("same-sublattice coupling", w_same, "eV", ".2f")
show("opposite-sublattice coupling", w_opposite, "eV", ".2f")
show("largest band splitting at moire corners", corner_split, "eV", ".1e")
show("first conduction band top", band_top, "eV")
show("next band bottom", next_bottom, "eV")
show("gap above first conduction band", gap, "eV")
show("large comparison angle", large_angle, "degrees", ".1f")
show("gap at large angle (negative = overlap)", gap_wide, "eV", ".3f")
show("relative strain", 100 * strain, "percent", ".1f")
show("Poisson ratio (rough)", poisson, "", ".2f")
show("angle with uniaxial strain", strained_angles[0], "degrees")
show("angle with biaxial strain", strained_angles[1], "degrees")
show("angle if density is 5 percent higher", np.degrees(theta_plus),
     "degrees")
show("density rise for 0.05 degree more twist", 100 * n_spread,
     "percent", ".1f")
show("dielectric thickness", thickness, "nm", ".0f")
show("relative permittivity (rough)", permittivity, "", ".1f")
show("gate voltage from neutrality", gate_voltage, "V", ".2f")
show("dielectric field", field * 1e-8, "MV/cm", ".2f")
show("breakdown field (rough)", breakdown, "MV/cm", ".0f")
show("field over breakdown field", field * 1e-8 / breakdown, "", ".2f")
show("tunnel barrier (rough)", barrier, "eV", ".1f")
show("tunnelling mass (rough)", mass_ratio, "electron masses", ".1f")
show("tunnelling exponent", tunnel_exponent, "", ".0f")
show("mid-gap chemical potential", mid_gap, "eV")
show("chemical-potential share of gate voltage",
     100 * mid_gap / gate_voltage, "percent", ".2f")
show("thermal energy at 4 K", k_b * 4, "eV", ".5f")
show("thermal energy at 300 K", k_b * 300, "eV")
show("gap over thermal energy at 4 K", gap / (k_b * 4), "", ".1f")
show("gap over thermal energy at 300 K", gap / (k_b * 300), "", ".2f")
print("checks complete")
```

Output:

```
input density: 2.70e+12 cm^-2
lattice constant: 0.246 nm
graphene cell area: 0.05241 nm^2
moire cell area: 148.15 nm^2
moire period: 13.079 nm
twist angle: 0.018809 rad
twist angle: 1.0777 degrees
exact minus small-angle result: 1.59e-05 degrees
commensurate test angle: 1.0845 degrees
commensurate period found by search: 12.996 nm
spin-valley degeneracy counted: 4.004
angle if feature were half filling: 1.524 degrees
angle if eight electrons per cell were assumed: 0.762 degrees
in-plane hopping: 2.80 eV
same-sublattice coupling: 0.08 eV
opposite-sublattice coupling: 0.11 eV
largest band splitting at moire corners: 9.2e-12 eV
first conduction band top: 0.0005 eV
next band bottom: 0.0386 eV
gap above first conduction band: 0.0381 eV
large comparison angle: 8.0 degrees
gap at large angle (negative = overlap): -0.389 eV
relative strain: 0.3 percent
Poisson ratio (rough): 0.16
angle with uniaxial strain: 1.0798 degrees
angle with biaxial strain: 1.0639 degrees
angle if density is 5 percent higher: 1.1043 degrees
density rise for 0.05 degree more twist: 9.5 percent
dielectric thickness: 30 nm
relative permittivity (rough): 3.5
gate voltage from neutrality: 4.19 V
dielectric field: 1.40 MV/cm
breakdown field (rough): 5 MV/cm
field over breakdown field: 0.28
tunnel barrier (rough): 3.0 eV
tunnelling mass (rough): 0.5 electron masses
tunnelling exponent: 180
mid-gap chemical potential: 0.0195 eV
chemical-potential share of gate voltage: 0.47 percent
thermal energy at 4 K: 0.00034 eV
thermal energy at 300 K: 0.0259 eV
gap over thermal energy at 4 K: 110.5
gap over thermal energy at 300 K: 1.47
checks complete
```
